# A good high-field oxide fit does not fix use-field life

Let $t$ be the characteristic life of a gate oxide at fixed temperature: the time by which a fraction $1-e^{-1}$, or 63.2 %, of identical capacitors has broken down. Two laws for its dependence on the oxide field $E$ are

$$\ln t_{\rm lin}=a-\gamma E,\qquad \ln t_{\rm inv}=b+\frac{G}{E}.$$

Here $E$ is gate voltage divided by oxide thickness, $\gamma$ is in natural-log units per MV/cm, and the logarithms refer to one chosen time unit. Suppose that both laws give the same lives at two test fields $E_a<E_b$. Dimensions and symmetry restrict their disagreement $D(E)=\ln(t_{\rm inv}/t_{\rm lin})$ at any other field, and the forms of the two laws then fix it.

A change of time unit adds the same constant to both logarithms, so $D$ does not depend on it. The remaining data are the fields and the measured log-life difference $\gamma(E_b-E_a)$. Both laws are linear in their coefficients, so $D$ is proportional to $\gamma$. Since $\gamma E$ is dimensionless,

$$D=\gamma E\,f\!\left(\frac{E_a}{E},\frac{E_b}{E}\right).$$

The function $f$ is symmetric, because exchanging the names of the matching points changes nothing, and it vanishes when either argument is 1. The forms of the laws supply the rest. The product

$$E\,D=\gamma E^2+(b-a)E+G$$

is a quadratic in $E$ with leading coefficient $\gamma$ and roots $E_a$ and $E_b$. It therefore equals $\gamma(E-E_a)(E-E_b)$, and

$$D(E)=\frac{\gamma(E-E_a)(E-E_b)}{E},\qquad G=\gamma E_aE_b. \tag{1}$$

The value of $G$ follows from comparing the constant terms. Between the matching fields one factor is positive and the other negative, and both are small. Far below them both factors are negative and large, and the denominator is small.

## A counter-example

The claim to be refuted is this: if a lifetime law fits accelerated data well, its extrapolation to the use field is validated.

Take capacitors with a 50 nm oxide at 423 K (150 °C), tested at 8.5, 9.0 and 9.5 MV/cm, with 20 capacitors at each field, all stressed until they fail. The use field is 4 MV/cm. Let $\gamma=3.5$ per MV/cm and let the characteristic life be 300 s at 9.5 MV/cm. At 8.5 MV/cm it is then $300\,e^{3.5}=9935$ s. Matching the inverse law at these two fields requires

$$G=3.5\times8.5\times9.5=282.6\ {\rm MV/cm}.$$

At the middle field,

$$D(9.0)=\frac{3.5\,(0.5)(-0.5)}{9.0}=-0.0972.$$

The linear law predicts 1726 s and the inverse law 1566 s. The largest disagreement inside the range is found by writing

$$|D|=\gamma\left(E_a+E_b-E-\frac{E_aE_b}{E}\right).$$

The sum $E+E_aE_b/E$ is smallest where its derivative $1-E_aE_b/E^2$ vanishes, at $E=\sqrt{E_aE_b}$. Hence

$$|D|_{\max}=\gamma\left(\sqrt{E_b}-\sqrt{E_a}\right)^2=0.0973. \tag{2}$$

At the use field, by contrast,

$$D(4)=\frac{3.5\,(-4.5)(-5.5)}{4}=21.66,$$

which is 9.41 decades of life. The disagreement has grown 223-fold in the logarithm. The characteristic lives at use are about $2.2\times10^3$ years by the linear law and $5.5\times10^{12}$ years by the inverse law.

### Can the fit tell the laws apart?

Assume Weibull statistics with a known shape $\beta=3$, the same at all fields. The surviving fraction at time $\tau$ is $\exp[-(\tau/t)^\beta]$, so $X=(\tau/t)^\beta$ is an exponential random variable of mean 1, and each log failure time is

$$\ln\tau=\ln t+\frac{\ln X}{\beta}.$$

Since $\langle X^s\rangle=\int_0^\infty x^se^{-x}dx=\Gamma(1+s)$, the cumulants of $\ln X$ are the derivatives of $\ln\Gamma(1+s)$ at $s=0$. The first is $-C$, with $C$ Euler's constant, and the second is $\sum_{n\ge1}n^{-2}=\pi^2/6$. Adding $C/\beta$ to the mean of $N$ log failure times gives an unbiased estimate $y$ of $\ln t$, with standard error

$$\sigma=\frac{\pi}{\beta\sqrt{6N}}=\frac{3.142}{3\sqrt{120}}=0.0956. \tag{3}$$

The scatter of one mean is about as large as the greatest difference between the laws inside the tested range.

For three equally spaced fields, curvature is measured by $c=y_1-2y_2+y_3$. Its expectation is zero if the linear law holds. If the inverse law holds, it is $-2D(9.0)=0.194$, because the two laws agree at the ends. The variance of $c$ is $(1+4+1)\sigma^2$, so the signal in standard deviations is

$$\delta=\frac{2|D(9.0)|}{\sqrt6\,\sigma}=0.830.$$

A two-sided 5 % test rejects the linear law when $|c|>1.96\sqrt6\,\sigma$. In the normal approximation, with $\Phi$ the cumulative normal distribution, this happens with probability

$$\Phi(\delta-1.96)+\Phi(-\delta-1.96)=13.2\ \%.$$

A linear fit to inverse-law data thus passes the test about 87 % of the time. To reject it with 80 % probability, $\delta$ must reach $1.960+0.842=2.802$. Because $\delta$ grows as $\sqrt N$, this takes $20(2.802/0.830)^2$, or 228 capacitors per field, if there is no other source of error. These figures belong to the mean of the log times. With $\beta$ known, the maximum-likelihood estimate $\beta^{-1}\ln\langle\tau^\beta\rangle$, with the average taken over the sample, has a standard error close to $1/(\beta\sqrt N)$, here 0.0755. It raises $\delta$ to 1.05 and the rejection probability to about 18 %, and it lowers the requirement to 139 capacitors per field.

The coefficient of determination is no better guide. The residuals of a straight line through three equally spaced points are proportional to $(1,-2,1)$, and their squares sum to $c^2/6$. For noise-free inverse-law data this is $0.194^2/6=0.0063$. The total variation about the mean is close to $3.5^2/2=6.1$, so $R^2=0.999$. The steep trend makes $R^2$ high, while the question concerns the small curvature.

Choosing the law with the smaller residual also helps little. Over so narrow a range, the residual directions of the two fits nearly coincide. Let $u$ be the noise along that direction in units of $\sigma$. The true law leaves a residual $|u|$ and the wrong law $|u+\delta|$. The wrong one wins if $|u+\delta|<|u|$, that is, if $u<-\delta/2$, which has probability $\Phi(-0.415)=34\ \%$. In 20,000 simulated experiments with Weibull failures, the wrong law won in 34.4 % of cases when the inverse law was true and in 32.7 % when the linear law was true. Choosing by the full Weibull likelihood lowers these rates only to about 30 %. All these figures depend on the shape, because $\sigma\propto1/\beta$. With 20 capacitors per field the curvature test rejects the linear law for inverse-law data in 60 % of cases at $\beta=8$ and 91 % at $\beta=12$, and the smaller residual then picks the wrong law in 13 % and 5 %. The disagreement $D(4)$ at the use field does not depend on $\beta$.

### What the confidence interval contains

Fit a line in $x=E$ or $x=1/E$ by least squares. The prediction at $x_u$ is $\bar y+s(x_u-\bar x)$, with slope $s=\sum(x_i-\bar x)y_i/S_{xx}$ and $S_{xx}=\sum(x_i-\bar x)^2$. The slope has variance $\sigma^2/S_{xx}$. It is uncorrelated with $\bar y$, because $\sum(x_i-\bar x)=0$. For $k$ fields the standard error is therefore

$$\sigma_u=\sigma\sqrt{\frac1k+\frac{(x_u-\bar x)^2}{S_{xx}}}. \tag{4}$$

For the linear law, $\sigma_u=0.0956\sqrt{1/3+25/0.5}=0.678$. The 95 % interval spans a factor $e^{1.96\times0.678}=3.8$ each way. For the inverse law the standard error is 1.514 and the factor is 19.

These intervals describe sampling error within an assumed law. In the simulated experiments the linear-law interval contained the true use-field life in 95.0 % of cases when the linear law was true, and in 0.0 % when the inverse law was true. Equation (4) explains the failure: the model error of 21.66 is about 32 standard errors, and no term in (4) represents it.

### The design decision

Let a product have $A=100$ times the capacitor area, and let weak spots be independent and uniformly distributed. The product survives if all $A$ equal areas survive, so its failed fraction $F$ obeys

$$1-F=\exp\left[-A\left(\frac{t_F}{t}\right)^\beta\right],\qquad t_F=t\left[\frac{-\ln(1-F)}{A}\right]^{1/\beta}. \tag{5}$$

For one failure per million, the factor multiplying $t$ is $(10^{-6}/100)^{1/3}=0.00215$. The product life at 4 MV/cm is then 4.7 years by the linear law and $1.2\times10^{10}$ years by the inverse law. The second number is no forecast for a device. It means that this breakdown process would be irrelevant at use if the law held that far.

For a target of 20 years, the characteristic life must be $20/0.00215$ years, which exceeds 300 s by a factor whose logarithm is 20.70. The permitted fields follow from

$$E_{\rm lin}=9.5-\frac{20.70}{3.5}=3.59\ {\rm MV/cm},\qquad
\frac1{E_{\rm inv}}=\frac1{9.5}+\frac{20.70}{282.6},$$

and the second gives $E_{\rm inv}=5.60$ MV/cm. On 50 nm of oxide these are gate voltages of 17.9 V and 28.0 V. Two fits that this test, with $\beta=3$ and 20 capacitors per field, can scarcely distinguish give opposite verdicts on 20 V operation.

## What a fit does establish

The counter-example compares two particular laws. The general statement concerns any smooth dependence $y(E)=\ln t(E)$.

**Statement.** Let $y$ be twice differentiable from the use field $E_u<E_a$ up to $E_b$, and let $L(E)$ be the straight line that agrees with $y$ at $E_a$ and $E_b$. For each $E$ with $E_u\le E<E_a$ there is a field $\xi$ between $E$ and $E_b$ such that

$$y(E)-L(E)=\tfrac12\,y''(\xi)\,(E-E_a)(E-E_b). \tag{6}$$

**Proof.** Fix such an $E$ and define the number $K$ by $y(E)-L(E)=K(E-E_a)(E-E_b)$. This is possible because neither factor is zero. Consider

$$h(x)=y(x)-L(x)-K(x-E_a)(x-E_b).$$

It vanishes at $x=E_a$ and $x=E_b$ by the matching, and at $x=E$ by the choice of $K$. Between two zeros of a differentiable function its derivative vanishes somewhere (Rolle's theorem), so $h'$ has a zero in each of the two intervals. Applying the theorem to $h'$ gives a point $\xi$ at which $h''(\xi)=0$. Since $L''=0$ and the quadratic has second derivative $2K$, we have $y''(\xi)=2K$, which is (6).

The error of a linear extrapolation is thus governed by a curvature at some field that may lie well below the tested range. If one knows on physical grounds that $|y''|\le M$ all the way from $E_u$ to $E_b$, the error is at most $M(E_a-E_u)(E_b-E_u)/2$. Without such knowledge, exact agreement at both matching points sets no bound. As for curvature, a good fit at a few fields constrains only weighted averages of $y''$ inside the range, and those only as well as the scatter allows.

The inverse law provides a check. Its second derivative is $2G/E^3$, and (6) agrees with (1) if

$$\frac{\gamma E_aE_b}{\xi^3}=\frac{\gamma}{E},\qquad \xi=(E\,E_aE_b)^{1/3}.$$

This is the geometric mean of the three fields and does lie between $E$ and $E_b$.

Two limits of (1) show what drives the divergence. For a narrow range of width $w=E_b-E_a$ centred on $E_m$, write $\sqrt{E_b}-\sqrt{E_a}=w/(\sqrt{E_b}+\sqrt{E_a})\approx w/(2\sqrt{E_m})$. With $(E_a-E_u)(E_b-E_u)\approx(E_m-E_u)^2$, the ratio of the disagreement at use to its interior maximum is

$$\frac{D(E_u)}{|D|_{\max}}\approx\frac{4E_m(E_m-E_u)^2}{E_u\,w^2}. \tag{7}$$

The example gives $4(9)(25)/4=225$, close to the full value of 223. Halving a narrow range roughly quadruples the amplification. In the other limit, $E\to0$, equation (1) becomes $D\approx G/E$: the linear law assigns a finite life to an unstressed oxide and the inverse law an infinite one.

### Is the linear law at least the safe choice?

Equation (6) decides the sign. Below the range, $(E-E_a)(E-E_b)$ is positive, so if $y''>0$ throughout, the true life exceeds the linear extrapolation. The inverse law is of this kind. So is the power law $\ln t=c-n\ln E$ with $n>0$, for which $y''=n/E^2$. Matched at the same two fields, it gives $6.3\times10^6$ years at use, between the other two. For convex laws the linear extrapolation is conservative, apart from sampling error.

A second breakdown mechanism can reverse the sign. Let two independent mechanisms have lives $t_1,t_2$, the same shape $\beta$, and constant field accelerations $\gamma_1>\gamma_2$, so that each alone obeys a linear law. An oxide survives if it survives both, so the exponents add:

$$t^{-\beta}=t_1^{-\beta}+t_2^{-\beta}. \tag{8}$$

Let $p=t_1^{-\beta}/(t_1^{-\beta}+t_2^{-\beta})$ be the share of the first mechanism. Differentiating $y=-\beta^{-1}\ln(t_1^{-\beta}+t_2^{-\beta})$ gives $y'=-p\gamma_1-(1-p)\gamma_2$. Since $\ln[p/(1-p)]=-\beta\ln(t_1/t_2)$ has slope $\beta(\gamma_1-\gamma_2)$, we have $p'=\beta p(1-p)(\gamma_1-\gamma_2)$, and therefore

$$y''=-\beta\,p(1-p)(\gamma_1-\gamma_2)^2<0.$$

The true life now lies below the linear extrapolation.

For numbers, keep the linear law with $\gamma_1=3.5$ and add a mechanism with $\gamma_2=1.5$ per MV/cm whose life at 8.5 MV/cm is ten times longer. Its largest effect on $\ln t$ in the tested range is $\frac13\ln(1+10^{-3})=0.00033$, far below the scatter. The lives cross where $2(8.5-E)=\ln10$, at 7.35 MV/cm. At 4 MV/cm the second life is shorter than the first by $e^{2\times4.5}/10=810$. The line matched to the combined lives overestimates the use-field life by a factor of 809; the small difference comes from the slight change in its slope.

## What a lower test field buys

The remedy is to measure where the candidates differ. At 7.5 MV/cm,

$$D(7.5)=\frac{3.5\,(-1)(-2)}{7.5}=0.933,$$

a factor of 2.54 in life: 3.8 days by the linear law and 9.7 days by the inverse law. With 20 more capacitors at this field, and the other conditions unchanged, the smaller residual selected the wrong law in 1.6 % of simulated experiments when the inverse law was true and in 3.3 % when the linear law was true. With three fields the error rate had been about one third. The last of the 20 capacitors fails on average after 6 days by the linear law and 15 days by the inverse law. One to two weeks of stress at a lower field thus achieve what would take some 400 to 550 capacitors per field at the original fields.

This result has limits. The power law, matched as before, differs from the linear law at 7.5 MV/cm by a factor of only 1.55, so it is harder to exclude. The hidden mechanism is harder still. There its life is $10\,e^{-2}=1.35$ times that of the first, and by (8) it lowers $\ln t$ by $\frac13\ln(1+1.35^{-3})=0.11$, about one standard error of a mean. The added test can decide between the linear and inverse laws as wholes. It does not show that the winner holds down to 4 MV/cm.

## Comparison with a real gate oxide

The parameters are round values in the rough regime of thermally grown SiO$_2$ on 4H-SiC power transistors; they do not describe a particular process. Real oxides break several of the assumptions, and the effects are not small beside a signal of 0.097 in $\ln t$. A 1 % thickness error at 9 MV/cm changes the linear-law life by a factor $e^{3.5\times0.09}=1.37$. A 5 K temperature error changes it by 1.25 for an assumed activation energy of 0.7 eV. If such errors differ between test fields, they can create or conceal curvature; a log-life error that varies linearly with field can change the level and slope of the data, but not their curvature. Intrinsic breakdown of a thick oxide can have a Weibull shape well above 3, which makes the two laws easier to tell apart in the test. Defective oxides may also give the early failures a smaller Weibull shape. With $\beta=2$ in (5) and the characteristic life held fixed, the factor 0.00215 becomes 0.0001, and the product life falls by a further factor of about 22.

Trapped charge is a subtler error. Place $N_t$ trapped electrons per unit area at distance $x$ from the cathode in an oxide of thickness $d$ and permittivity $\varepsilon$. The field magnitude changes by $\Delta_1$ on the cathode side and $\Delta_2$ beyond the sheet. Gauss's law gives $\Delta_2-\Delta_1=eN_t/\varepsilon$, and the fixed voltage gives $x\Delta_1+(d-x)\Delta_2=0$. Eliminating $\Delta_2$,

$$\Delta_1=-\frac{eN_t}{\varepsilon}\left(1-\frac xd\right).$$

If the cathode field controls breakdown, a reduction of $0.0972/3.5=0.028$ MV/cm at the middle test field alone makes inverse-law data look linear. For $x=2$ nm and relative permittivity 3.9, this takes $6.2\times10^{10}$ electrons per cm$^2$. A density of $10^{12}$ per cm$^2$ lowers the cathode field by 0.445 MV/cm and changes the linear-law life by a factor of 4.75. Trapped holes, which impact ionization can supply in a thick oxide at these test fields, reverse the sign of $\Delta_1$ and raise the cathode field. An error common to all fields acts differently. If 1 V of the gate voltage falls outside the oxide at every bias, the linear prediction at the same gate voltage is unchanged, because $a$ absorbs the shift, whereas the refitted inverse law predicts a life 3.1 times longer.

The electron current injected into the oxide also changes between test and use. For electrons tunnelling through a triangular barrier, with $U$ the barrier height above the electron's energy, the semiclassical exponent is

$$\frac2\hbar\int_0^{U/eE}\!\sqrt{2m(U-eEz)}\,dz=\frac{4\sqrt{2m}\,U^{3/2}}{3\hbar eE}.$$

Weighting the resulting transmission by the thermal supply of a free-electron emitter, with a barrier of 2.7 eV and $m=0.42$ electron masses, gives 0.17 A/cm$^2$ at 9.5 MV/cm and about $1.6\times10^{-13}$ A/cm$^2$ at 4 MV/cm. This rough estimate omits image forces and current through traps, and the latter could dominate at the use field. Within it, the injected current falls by 12 decades. The currents themselves are order-of-magnitude values. A barrier lower by 0.1 eV raises them 3-fold at 9.5 MV/cm and 13-fold at 4 MV/cm. An image force with relative permittivity 2.15 raises them 13- to 20-fold. An emitter whose states reach only 0.02 to 0.1 eV below the Fermi level gives 2 to 4 times less current at 9.5 MV/cm. For barriers of 2.4 to 2.7 eV and masses of 0.42 to 0.5 the fall lies between about 10 and 13 decades. Damage driven by that current in the test may give way to another process at use, a possibility for which (8) is a simple model.

## Calculated quantities

```
Test fields: 8.5, 9.0, 9.5 MV/cm; use field: 4.0 MV/cm
gamma = 3.5 per MV/cm; matched G = 282.6 MV/cm
Weibull shape = 3.0; capacitors per field = 20
Oxide thickness = 50.0 nm; temperature = 423.15 K
t63 at Ea, Eb = 9935, 300 s
t63 at Em: linear 1726, inverse 1566 s
D at Em = -0.0972 (natural log)
Largest |D| inside range = 0.0973 (natural log)
D at use = 21.66 (natural log) = 9.41 decades
Amplification, use/inside = 223
t63 at use, linear = 2.18e+03 years
t63 at use, power law = 6.3e+06 years
t63 at use, inverse = 5.54e+12 years
R squared, linear fit to noise-free inverse law = 0.99897
Standard error of mean log life = 0.0956
Curvature signal delta = 0.830 standard deviations
Power of 5 % lack-of-fit test = 13.2 %
Capacitors per field for 80 % power = 228
Wrong choice, 3 fields, inverse true = 34.4 %
Wrong choice, 3 fields, linear true = 32.7 %
Use log-life standard error: linear 0.678, inverse 1.514
95 % interval factor, linear = 3.78 each way
95 % interval factor, inverse = 19.4 each way
Linear-interval coverage, linear true = 95.0 %
Linear-interval coverage, inverse true = 0.0 %
Area ratio = 100; failed fraction = 1 ppm
Product-life factor relative to t63 = 0.00215
Product life at use, linear = 4.69 years
Product life at use, inverse = 1.19e+10 years
Target product life = 20 years
Permitted field: linear 3.59, inverse 5.60 MV/cm
Permitted gate voltage: linear 17.9, inverse 28.0 V
Added test field = 7.5 MV/cm; life ratio = 2.54
t63 there: linear 3.81, inverse 9.68 days
Power-law/linear life ratio there = 1.55
Wrong choice, 4 fields, inverse true = 1.62 %
Wrong choice, 4 fields, linear true = 3.29 %
Hidden mechanism: gamma = 1.5 per MV/cm; life ratio at Ea = 10
Hidden mechanism crossing field = 7.35 MV/cm
Its largest log-life shift inside range = 0.000333
Linear overestimate at use with hidden mechanism = 809 times
Middle-field error hiding curvature = 0.0278 MV/cm
Same error as gate voltage = 0.139 V
Trap distance from cathode = 2.0 nm
Trapped density hiding curvature = 6.24e+10 per cm2
Cathode-field drop for 1e+12 traps/cm2 = 0.445 MV/cm
Linear-law life factor for that drop = 4.75
Life factor for 1 % thickness error at Em = 1.37
Life factor for 5 K error, 0.7 eV = 1.25
Inverse use-life factor for 1 V offset = 3.13
Tunnelling barrier = 2.7 eV; mass = 0.42 electron masses
Tunnelling current at Ea, Eb = 1.30e-02, 1.69e-01 A/cm2
Tunnelling current at use = 1.55e-13 A/cm2
Current ratio, Eb/use = 12.0 decades
Injected charge to t63 at Ea, Eb = 129, 51 C/cm2
```
